# Suitability factor and valence scattering in oxalic acid, silicon and tungsten: verification in Python

```python
"""
Result under test: the suitability factor S = V / sum(n_core^2) orders oxalic
acid dihydrate > silicon > tungsten, and is tied to the zero-angle ratio of
valence-only to core-only mean intensity by
    R0 = sum(n_val^2)/sum(n_core^2) = S * rho_v * vbar,
    rho_v = sum(n_val)/V,  vbar = sum(n_val^2)/sum(n_val).
V: cell volume (A^3); n_core, n_val: core and valence electrons per atom;
s = sin(theta)/lambda (1/A); f_c, f_v: core and valence form factors (electrons).
Also tested: rms density error (eps/2)*sqrt(K/S) for relative intensity error
eps, K = volume of the measured reciprocal sphere, and extinction of N planes.
Atoms: spherical, nonrelativistic, exchange-only local density approximation.
"""
import numpy as np
from scipy import constants
from scipy.integrate import trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import j0
from pyscf import gto, dft

BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
R_E = constants.physical_constants["classical electron radius"][0] * 1e10
ALPHA = constants.fine_structure
rng = np.random.default_rng(7)

# ---------- radial atom solver on the grid r = x^2 (bohr) ----------
NX = 1600
step = 5.0 / NX
x = step * np.arange(1, NX + 1)
r = x**2
drdx = 2 * x


def shells(potential, ell, count):
    """Electron weight on each grid node for the lowest shells of given ell."""
    diag = (1 / step**2 + (3 / 8 + 2 * ell * (ell + 1)) / x**2) / drdx**2
    off = -0.5 / step**2 / (drdx[:-1] * drdx[1:])
    _, vec = eigh_tridiagonal(diag + potential, off, select="i",
                              select_range=(0, count - 1))
    return vec**2


def solve_atom(charge, occupation, valence_ells):
    """Return core weights and a dictionary of valence weights by ell."""
    assert sum(sum(o) for o in occupation.values()) == charge
    screen = 1 / (1 + 0.6 * charge**(1 / 3) * r)**2
    pot = -(1 + (charge - 1) * screen) / r
    for _ in range(300):
        core = np.zeros(NX)
        valence = {}
        for ell, occ in occupation.items():
            weights = shells(pot, ell, len(occ)) * np.array(occ)
            if ell in valence_ells:
                valence[ell] = weights[:, -1]
                core += weights[:, :-1].sum(axis=1)
            else:
                core += weights.sum(axis=1)
        q = core + sum(valence.values())
        hartree = np.cumsum(q) / r + np.sum(q / r) - np.cumsum(q / r)
        density = q / (4 * np.pi * r**2 * drdx * step)
        new = -charge / r + hartree - (3 * density / np.pi)**(1 / 3)
        change = np.max(np.abs(r * (new - pot)))
        if change < 2e-3:
            return core, valence
        pot = pot + 0.25 * (new - pot)
    raise AssertionError("atom did not converge")


def form_factor(weights, s):
    s = np.atleast_1d(np.asarray(s, float))
    return np.sinc(4 * BOHR * np.outer(s, r)) @ weights


def hydrogen_factor(s):
    s = np.atleast_1d(np.asarray(s, float))
    return (1 + (2 * np.pi * s * BOHR)**2)**-2


s_test = np.array([0.1, 0.2, 0.4])
h_numeric = form_factor(shells(-1 / r, 0, 1)[:, 0], s_test)
assert np.allclose(h_numeric, hydrogen_factor(s_test), atol=1e-3)

# Solver against a Gaussian-basis calculation with the same functional.
zn_core, zn_val = solve_atom(30, {0: [2] * 4, 1: [6, 6], 2: [10]}, (0,))
mol = gto.M(atom="Zn 0 0 0", basis="def2-tzvp", verbose=0)
mf = dft.RKS(mol)
mf.xc = "slater,"
mf.kernel()
assert mf.converged
points = np.outer(r, [0.48, 0.60, 0.64])
points *= (r / np.linalg.norm(points, axis=1))[:, None]
orbitals = mol.eval_gto("GTOval_sph", points) @ mf.mo_coeff[:, :15]
shell_volume = 4 * np.pi * r**2 * drdx * step
zn_ref = form_factor(2 * (orbitals**2).sum(axis=1) * shell_volume, s_test)
zn_ref_val = form_factor(2 * orbitals[:, 14]**2 * shell_volume, s_test)
zn_total = form_factor(zn_core + zn_val[0], s_test)
zn_valence = form_factor(zn_val[0], s_test)
zn_gap = np.max(np.abs(zn_total - zn_ref))
zn_gap_val = np.max(np.abs(zn_valence - zn_ref_val))
# Tolerances allow for the finite Gaussian basis and the radial grid.
assert zn_gap < 0.10 and zn_gap_val < 0.05

W_OCC = {0: [2] * 6, 1: [6] * 4, 2: [10, 10, 4], 3: [14]}
W_ALT = {0: [2] * 5 + [1], 1: [6] * 4, 2: [10, 10, 5], 3: [14]}
atoms = {
    "C": solve_atom(6, {0: [2, 2], 1: [2]}, (0, 1)),
    "O": solve_atom(8, {0: [2, 2], 1: [4]}, (0, 1)),
    "Si": solve_atom(14, {0: [2, 2, 2], 1: [6, 2]}, (0, 1)),
    "W": solve_atom(74, W_OCC, (0, 2)),
}
# The p shell of C and O has no core member; the s shell keeps 1s in the core.


def core_valence(symbol, s):
    if symbol == "H":
        fv = hydrogen_factor(s)
        return np.zeros_like(fv), fv
    core, valence = atoms[symbol]
    return form_factor(core, s), form_factor(sum(valence.values()), s)


# ---------- crystals: rough, rounded cells ----------
N_CORE = {"H": 0, "Li": 2, "C": 2, "O": 2, "Si": 10, "W": 68}
N_VAL = {"H": 1, "Li": 1, "C": 4, "O": 6, "Si": 4, "W": 6}
a_ox, b_ox, c_ox, beta = 6.12, 3.61, 12.06, np.radians(106.0)
a_si, a_w, a_li = 5.43, 3.17, 3.51
cells = {
    "oxalic": (a_ox * b_ox * c_ox * np.sin(beta), {"C": 4, "O": 12, "H": 12}),
    "Si": (a_si**3, {"Si": 8}),
    "W": (a_w**3, {"W": 2}),
    "Li": (a_li**3, {"Li": 2}),
}


def counts(name):
    volume, content = cells[name]
    core2 = sum(m * N_CORE[e]**2 for e, m in content.items())
    val1 = sum(m * N_VAL[e] for e, m in content.items())
    val2 = sum(m * N_VAL[e]**2 for e, m in content.items())
    total2 = sum(m * (N_CORE[e] + N_VAL[e])**2 for e, m in content.items())
    return dict(V=volume, core2=core2, S=volume / core2, rho=val1 / volume,
                vbar=val2 / val1, lost=1 - core2 / total2)


data = {name: counts(name) for name in cells}
for d in data.values():
    d["R0"] = d["S"] * d["rho"] * d["vbar"]

# Atomic sites; oxalic sites are random stand-ins with P2_1/n operations.
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
sites = {"Si": np.vstack([fcc, fcc + 0.25]),
         "W": np.array([[0, 0, 0], [.5, .5, .5]])}
labels = {"Si": ["Si"] * 8, "W": ["W"] * 2, "oxalic": []}
ox_sites = []
for element in ["C", "O", "O", "O", "H", "H", "H"]:
    u, v, w = rng.random(3)
    ox_sites += [[u, v, w], [-u, -v, -w], [.5 - u, .5 + v, .5 - w],
                 [.5 + u, .5 - v, .5 + w]]
    labels["oxalic"] += [element] * 4
sites["oxalic"] = np.array(ox_sites)


def mean_intensity(position, amplitude, size=32):
    """Average |F|^2 over a size^3 box of reflections, summed explicitly."""
    wave = np.exp(2j * np.pi * np.arange(size)[:, None, None] * position)
    hk = wave[:, None, :, 0] * wave[None, :, :, 1]
    f = (hk.reshape(-1, len(position)) * amplitude) @ wave[:, :, 2].T
    return np.mean(np.abs(f)**2)


main = ["oxalic", "Si", "W"]
for name in main:
    core_amp = np.array([N_CORE[e] for e in labels[name]])
    val_amp = np.array([N_VAL[e] for e in labels[name]])
    i_core = mean_intensity(sites[name], core_amp)
    i_val = mean_intensity(sites[name], val_amp)
    data[name]["R_sum"] = i_val / i_core
    # Finite box of reflections leaves a few per cent for generic sites.
    tol = 0.06 if name == "oxalic" else 1e-9
    assert abs(i_core / data[name]["core2"] - 1) < tol
    assert abs(data[name]["R_sum"] / data[name]["R0"] - 1) < 2 * tol

for key in ("S", "R0", "lost"):
    assert data["oxalic"][key] > data["Si"][key] > data["W"][key]
assert data["Li"]["S"] > data["oxalic"]["S"]
assert data["Li"]["R0"] < data["oxalic"]["R0"]

# ---------- finite angle ----------
best = None
for h in range(-3, 4):
    for k in range(0, 3):
        for l in range(-4, 5):
            absent = (k == 0 and (h + l) % 2) or (h == l == 0 and k % 2)
            if absent or h == k == l == 0:
                continue
            inv2 = ((h / a_ox)**2 + (l / c_ox)**2
                    - 2 * h * l * np.cos(beta) / (a_ox * c_ox)
                    ) / np.sin(beta)**2 + (k / b_ox)**2
            if best is None or inv2 < best[0]:
                best = (inv2, (h, k, l))
spacing = {"oxalic": best[0]**-0.5, "Si": a_si / 3**0.5, "W": a_w / 2**0.5}
first_hkl = {"oxalic": best[1], "Si": (1, 1, 1), "W": (1, 1, 0)}


def wilson(name, s):
    core2 = val2 = total2 = 0.0
    for element, number in cells[name][1].items():
        fc, fv = core_valence(element, s)
        core2 = core2 + number * fc**2
        val2 = val2 + number * fv**2
        total2 = total2 + number * (fc + fv)**2
    return core2, val2, total2


s_common = 1 / (2 * spacing["W"])
for name in main:
    d = data[name]
    d["s1"] = 1 / (2 * spacing[name])
    c2, v2, t2 = (float(y[0]) for y in wilson(name, d["s1"]))
    d["R1"], d["lost1"], d["F_rms"] = v2 / c2, 1 - c2 / t2, t2**0.5
    c2, v2, _ = (float(y[0]) for y in wilson(name, s_common))
    d["R_common"] = v2 / c2
assert data["oxalic"]["R1"] > data["Si"]["R1"] > data["W"]["R1"]

# ---------- density error from relative intensity errors ----------
eps, s_max = 0.02, 1.0
K = 4 * np.pi / 3 * (2 * s_max)**3
s_grid = np.linspace(0, s_max, 201)
for name in main:
    d = data[name]
    d["noise_S"] = eps / 2 * np.sqrt(K / d["S"])
    total2 = wilson(name, s_grid)[2]
    integral = trapezoid(4 * np.pi * (2 * s_grid)**2 * total2, 2 * s_grid)
    d["noise"] = eps / 2 * np.sqrt(integral / d["V"])

n = 24
idx = np.fft.fftfreq(n) * n
hkl = np.stack(np.meshgrid(idx, idx, idx, indexing="ij"), axis=-1)
inside = np.linalg.norm(hkl, axis=-1) / a_si <= 2 * s_max
inside[0, 0, 0] = False
F_core = 10 * np.exp(2j * np.pi * hkl @ sites["Si"].T).sum(axis=-1)
squares = []
for _ in range(60):
    g = rng.standard_normal((n, n, n))
    g = (g + np.roll(np.flip(g), 1, axis=(0, 1, 2))) / np.sqrt(2)
    error_map = np.fft.ifftn(eps / 2 * F_core * g * inside) * n**3 / a_si**3
    assert np.max(np.abs(error_map.imag)) < 1e-9
    squares.append(np.mean(error_map.real**2))
noise_map = np.sqrt(np.mean(squares))
# Random draws and the finite number of lattice points in the sphere.
assert abs(noise_map / data["Si"]["noise_S"] - 1) < 0.05

# ---------- extinction in a perfect block ----------
# Wave from a uniform sheet at grazing angle theta: magnitude lambda/sin(theta).
damping, sin_t = 0.02, 0.5
rho = np.linspace(0, 700, 70001)
wave = np.exp((1j - damping) * rho) * j0(np.sqrt(1 - sin_t**2) * rho)
sheet = abs(2 * np.pi * trapezoid(wave, rho))
assert abs(sheet / (2 * np.pi / sin_t) - 1) < 0.02   # weak damping kept

A_loss = brentq(lambda A: (np.tanh(A) / A)**2 - 0.99, 0.01, 1.0)
for name in main:
    d = data[name]
    if name == "oxalic":
        F_peak = d["F_rms"]
    else:
        phase = np.exp(2j * np.pi * sites[name] @ np.array(first_hkl[name]))
        F_peak = abs(phase.sum()) * sum(core_valence(name, d["s1"]))[0]
    d["F_peak"] = F_peak
    g_plane = 2 * spacing[name]**2 * R_E * F_peak / d["V"]
    planes = int(round(A_loss / g_plane))
    amp = 0j
    for _ in range(planes):      # add one plane with all multiple reflections
        one = -1j * g_plane
        amp = one + (1 - g_plane**2) * amp / (1 - one * amp)
    kept = abs(amp)**2 / (planes * g_plane)**2
    assert abs(kept - 0.99) < 1e-3
    d["block_nm"] = A_loss / g_plane * spacing[name] / 10

# ---------- tungsten: choices and relativity ----------
s_w = data["W"]["s1"]
w_core, w_val = atoms["W"]
fc_w = form_factor(w_core, s_w)[0]
fv_w = sum(form_factor(q, s_w)[0] for q in w_val.values())
alt_core, alt_val = solve_atom(74, W_ALT, (0, 2))
fv_alt = sum(form_factor(q, s_w)[0] for q in alt_val.values())
gamma = np.sqrt(1 - (74 * ALPHA)**2)
fv_rel = (form_factor(w_val[0], gamma * s_w)[0]
          + form_factor(w_val[2], 1.05 * s_w)[0])
S_60, S_46 = (data["W"]["V"] / (2 * nc**2) for nc in (60, 46))
assert max(S_60, S_46) < data["Si"]["S"]
fc_si, fv_si = (y[0] for y in core_valence("Si", data["Si"]["s1"]))
fv_si_common = core_valence("Si", s_common)[1][0]

# ---------- output ----------
print(f"oxalic cell a,b,c = {a_ox}, {b_ox}, {c_ox} A; "
      f"beta = {np.degrees(beta):.0f} deg")
print(f"cubic cells: Si {a_si} A, W {a_w} A, Li {a_li} A")
for name, d in data.items():
    print(f"{name}: V = {d['V']:.1f} A^3, sum n_core^2 = {d['core2']}")
    print(f"  S = {d['S']:.4g} A^3 = {d['S'] / 1000:.3g} nm^3")
    print(f"  rho_v = {d['rho']:.3f} e/A^3, vbar = {d['vbar']:.2f} e, "
          f"R0 = {d['R0']:.4g}, lost share = {d['lost']:.3f}")
print(f"S ratios: oxalic/Si = {data['oxalic']['S'] / data['Si']['S']:.1f}, "
      f"Si/W = {data['Si']['S'] / data['W']['S']:.1f}")
print(f"oxalic R0 from explicit reflection sum = {data['oxalic']['R_sum']:.3f}")
print(f"Zn check, largest gap: total {zn_gap:.4f} e, 4s {zn_gap_val:.4f} e")
for name in main:
    d = data[name]
    print(f"{name} first reflection {first_hkl[name]}: "
          f"d = {spacing[name]:.3f} A, s = {d['s1']:.4f} 1/A")
    print(f"  R = {d['R1']:.3g}, lost share = {d['lost1']:.3f}; "
          f"R at s = {s_common:.4f} 1/A: {d['R_common']:.3g}")
print(f"Si 111: f_core = {fc_si:.3f} e, f_val = {fv_si:.3f} e")
print(f"Si f_val at common s = {fv_si_common:.3f} e")
print(f"W 110: f_core = {fc_w:.2f} e, f_val = {fv_w:.3f} e")
print(f"W 110 f_val with 5d5 6s1 = {fv_alt:.3f} e")
print(f"W 6s radius factor {gamma:.3f}, 5d factor 1.05: f_val = {fv_rel:.3f} e")
print(f"W S with 60 core electrons = {S_60:.4g} A^3, with 46 = {S_46:.4g} A^3")
print(f"intensity error = {100 * eps:.0f} %, s_max = {s_max:.1f} 1/A, "
      f"K = {K:.2f} 1/A^3")
for name in main:
    d = data[name]
    print(f"{name} rms density error: constant core {d['noise_S']:.3f}, "
          f"full f(s) {d['noise']:.3f} e/A^3")
print(f"Si constant-core error from simulated maps = {noise_map:.3f} e/A^3")
print(f"1 % extinction loss at A = N g = {A_loss:.4f}")
for name in main:
    d = data[name]
    print(f"{name}: |F| = {d['F_peak']:.1f} e, "
          f"1 % loss block = {d['block_nm']:.0f} nm")
print("all good")
```

Printed output:

```
oxalic cell a,b,c = 6.12, 3.61, 12.06 A; beta = 106 deg
cubic cells: Si 5.43 A, W 3.17 A, Li 3.51 A
oxalic: V = 256.1 A^3, sum n_core^2 = 64
  S = 4.002 A^3 = 0.004 nm^3
  rho_v = 0.390 e/A^3, vbar = 5.08 e, R0 = 7.938, lost share = 0.931
Si: V = 160.1 A^3, sum n_core^2 = 800
  S = 0.2001 A^3 = 0.0002 nm^3
  rho_v = 0.200 e/A^3, vbar = 4.00 e, R0 = 0.16, lost share = 0.490
W: V = 31.9 A^3, sum n_core^2 = 9248
  S = 0.003445 A^3 = 3.44e-06 nm^3
  rho_v = 0.377 e/A^3, vbar = 6.00 e, R0 = 0.007785, lost share = 0.156
Li: V = 43.2 A^3, sum n_core^2 = 8
  S = 5.405 A^3 = 0.00541 nm^3
  rho_v = 0.046 e/A^3, vbar = 1.00 e, R0 = 0.25, lost share = 0.556
S ratios: oxalic/Si = 20.0, Si/W = 58.1
oxalic R0 from explicit reflection sum = 7.938
Zn check, largest gap: total 0.0143 e, 4s 0.0111 e
oxalic first reflection (-1, 0, 1): d = 5.949 A, s = 0.0840 1/A
  R = 6.38, lost share = 0.919; R at s = 0.2231 1/A: 2.17
Si first reflection (1, 1, 1): d = 3.135 A, s = 0.1595 1/A
  R = 0.0129, lost share = 0.193; R at s = 0.2231 1/A: 0.00102
W first reflection (1, 1, 0): d = 2.242 A, s = 0.2231 1/A
  R = 0.000142, lost share = 0.023; R at s = 0.2231 1/A: 0.000142
Si 111: f_core = 9.456 e, f_val = 1.073 e
Si f_val at common s = 0.287 e
W 110: f_core = 59.85 e, f_val = 0.714 e
W 110 f_val with 5d5 6s1 = 0.837 e
W 6s radius factor 0.842, 5d factor 1.05: f_val = 0.612 e
W S with 60 core electrons = 0.004424 A^3, with 46 = 0.007527 A^3
intensity error = 2 %, s_max = 1.0 1/A, K = 33.51 1/A^3
oxalic rms density error: constant core 0.029, full f(s) 0.027 e/A^3
Si rms density error: constant core 0.129, full f(s) 0.059 e/A^3
W rms density error: constant core 0.986, full f(s) 0.503 e/A^3
Si constant-core error from simulated maps = 0.129 e/A^3
1 % extinction loss at A = N g = 0.1230
oxalic: |F| = 27.9 e, 1 % loss block = 336 nm
Si: |F| = 59.6 e, 1 % loss block = 187 nm
W: |F| = 121.1 e, 1 % loss block = 26 nm
all good
```
